# Momentum shift between two graphene electrodes in a parallel magnetic field: a program that tests the result

```python
"""Result under test: an electron tunnelling between two parallel sheets a
distance d apart, in an in-plane magnetic field B, changes its in-plane kinetic
wave vector by dq = (e d / hbar) B x z_hat, of size e B d / hbar.
Symbols: d plane-to-plane separation, B field, q_shift the size of dq,
a graphene lattice constant, hop nearest-neighbour hopping energy,
hv = hbar times the Dirac velocity. Atomic units carry the suffix _au.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import solve_ivp
from scipy.linalg import eigh_tridiagonal

# Inputs (rough typical values for graphene / boron nitride / graphene)
d_nm, B_T = 1.4, 15.0
a, hop = 0.246, 3.0                    # nm, eV
gap_nm, bias_V, coherence_nm = 0.34, 0.3, 100.0
T_cold, T_room, tilt_deg, twist_deg = 2.0, 300.0, 1.0, 1.0

# Formula under test
q_shift = sc.e * B_T * d_nm * 1e-9 / sc.hbar * 1e-9      # 1/nm
bohr_nm = sc.physical_constants["Bohr radius"][0] * 1e9
B_unit = sc.physical_constants["atomic unit of mag. flux density"][0]
d_au, B_au = d_nm / bohr_nm, B_T / B_unit

# Test 1: subband minima of two unequal wells, from the Schrodinger equation
step = d_au / 264
z = step * np.arange(-130, 264 + 131)
wells = -0.6 * np.exp(-(z / 2)**2) - 0.5 * np.exp(-((z - d_au) / 2)**2)


def subbands(k):
    diagonal = 1 / step**2 + wells + 0.5 * (k + B_au * z)**2
    off = np.full(len(z) - 1, -0.5 / step**2)
    return eigh_tridiagonal(diagonal, off, eigvals_only=True,
                            select="i", select_range=(0, 1))


dk = 0.01
low, mid, high = subbands(-dk), subbands(0.0), subbands(dk)
minima = dk * (low - high) / (2 * (low - 2 * mid + high)) / bohr_nm
q_wells = minima[0] - minima[1]        # lower sheet minus upper sheet
assert abs(q_wells / q_shift - 1) < 1e-4

# Test 2: classical crossing with a barrier force and an oblique in-plane field
angle = np.radians(30)
B_vec = B_au * np.array([np.cos(angle), np.sin(angle), 0.0])
expected = q_shift * np.array([np.sin(angle), -np.cos(angle)])


def motion(t, state):
    force = -np.cross(state[3:], B_vec)
    force[2] -= 0.002 * np.pi / d_au * np.sin(2 * np.pi * state[2] / d_au)
    return np.concatenate([state[3:], force])


def arrival(t, state):
    return state[2] - d_au


arrival.terminal = True
arrival.direction = 1
impulses = []
for speed in (0.1, 1.0):
    start = np.array([0, 0, 0, 0.03, -0.02, speed])
    path = solve_ivp(motion, (0, 2000), start, events=arrival,
                     rtol=1e-10, atol=1e-12)
    assert len(path.y_events[0]) == 1
    kick = (path.y_events[0][0][3:5] - start[3:5]) / bohr_nm
    assert np.allclose(kick, expected, atol=1e-5 * q_shift)
    impulses.append(np.linalg.norm(kick))

# Test 3: other gauge, A = (0, 0, -B x): peak of the explicit tunnelling sum
x = a * np.arange(-2000, 2001)
heights = np.linspace(0, d_nm, 11)
A_z = -B_T * x[:, None] * np.ones(len(heights))          # T nm
line_integral = np.trapezoid(A_z, heights, axis=1) if hasattr(
    np, "trapezoid") else np.trapz(A_z, heights, axis=1)
phase = -sc.e / sc.hbar * line_integral * 1e-18
trial = np.arange(-0.1, 0.1, 0.0001)
overlap = np.abs(np.exp(1j * (phase - trial[:, None] * x)).sum(axis=1))
q_sum = trial[np.argmax(overlap)]
assert abs(q_sum - q_shift) < 1e-4     # limited by the scan step
flux_length = np.interp(2 * np.pi, phase, x)
flux = B_T * d_nm * flux_length * 1e-18
assert abs(flux / (sc.h / sc.e) - 1) < 1e-6
assert abs(flux_length * q_shift / (2 * np.pi) - 1) < 1e-6

# Test 4: honeycomb bands, cone displacement and energy thresholds
bond = a / np.sqrt(3)
bonds = np.array([[0, bond], [a / 2, -bond / 2], [-a / 2, -bond / 2]])
hv = np.sqrt(3) / 2 * a * hop          # eV nm
energy_scale = hv * q_shift            # eV
K = 4 * np.pi / (3 * a)


def band(kx, ky, height_nm):
    total = 0
    for bx, by in bonds:
        peierls = sc.e / sc.hbar * B_T * height_nm * bx * 1e-18
        total = total + np.exp(1j * (kx * bx + ky * by + peierls))
    return hop * np.abs(total)


axis = np.linspace(-0.06, 0.06, 241)
px, py = np.meshgrid(axis, axis, indexing="ij")
same_band, opposite_band = [], []
for valley in (K, -K):
    lower, upper = band(valley + px, py, 0.0), band(valley + px, py, d_nm)
    i, j = np.unravel_index(np.argmin(upper), upper.shape)
    assert abs(px[i, j] + q_shift) < 6e-4 and abs(py[i, j]) < 6e-4
    same_band.append(np.max(np.abs(upper - lower)))
    opposite_band.append(np.min(upper + lower))
# one per cent allows for the curvature of the lattice bands
assert np.allclose(same_band, energy_scale, rtol=0.01)
assert np.allclose(opposite_band, energy_scale, rtol=0.01)

# Test 5: first Landau level, E1 = sqrt(2) hv / magnetic length
s = np.linspace(-8, 8, 1601)
hs = s[1] - s[0]
squares = eigh_tridiagonal(2 / hs**2 + s**2 - 1,
                           np.full(len(s) - 1, -1 / hs**2),
                           eigvals_only=True, select="i", select_range=(0, 1))
assert abs(squares[0]) < 1e-3 and abs(squares[1] - 2) < 1e-3
B_normal = B_T * np.sin(np.radians(tilt_deg))
magnetic_length = np.sqrt(sc.hbar / (sc.e * B_normal)) * 1e9
landau_1 = np.sqrt(2) * hv / magnetic_length

# Twist between the sheets, alone and together with the field
equal_twist = 2 * np.arcsin(q_shift / (2 * K))


def twist_offsets(theta, field_shift):
    corner_angles = np.arange(6) * np.pi / 3
    corners = K * np.exp(1j * corner_angles)
    return np.abs(corners * np.exp(1j * theta) - corners - field_shift)


assert np.allclose(twist_offsets(equal_twist, 0), q_shift, rtol=1e-9)
twist_only = twist_offsets(np.radians(twist_deg), 0)[0]
combined = twist_offsets(np.radians(twist_deg), q_shift)

# Other neglected effects
q_extra_gap = q_shift * (d_nm + gap_nm) / d_nm
zeeman = 2 * sc.physical_constants["Bohr magneton in eV/T"][0] * B_T
kT_cold, kT_room = sc.k * T_cold / sc.e, sc.k * T_room / sc.e
barrier_field = bias_V / (d_nm * 1e-7) / 1e6


def show(label, value, unit, form=".4f"):
    print(f"{label}: {value:{form}} {unit}")


show("Separation d", d_nm, "nm", ".2f")
show("Magnetic field B", B_T, "T", ".1f")
show("Separation d", d_au, "atomic units", ".3f")
show("Magnetic field B", B_au, "atomic units", ".4e")
show("Product B d", B_au * d_au, "atomic units", ".4e")
show("Momentum shift e B d / hbar", q_shift, "1/nm", ".5f")
show("Momentum shift, converted", q_shift / 10, "1/angstrom", ".6f")
show("Shift from two-well subband minima", q_wells, "1/nm", ".5f")
show("Shift from slow classical crossing", impulses[0], "1/nm", ".5f")
show("Shift from fast classical crossing", impulses[1], "1/nm", ".5f")
show("Shift from lattice tunnelling sum", q_sum, "1/nm", ".4f")
show("Length holding one flux quantum", flux_length, "nm", ".1f")
show("Lattice constant (rough)", a, "nm", ".3f")
show("Hopping energy (rough)", hop, "eV", ".1f")
show("hbar times Dirac velocity", hv, "eV nm", ".3f")
show("Energy scale hbar v dq", energy_scale, "eV", ".4f")
show("Largest same-band offset, lattice", same_band[0], "eV")
show("Smallest opposite-band offset, lattice", opposite_band[0], "eV")
show("Distance Gamma to K", K, "1/nm", ".2f")
show("Twist giving an equal shift", np.degrees(equal_twist), "degree", ".3f")
show("Assumed twist", twist_deg, "degree", ".1f")
show("Shift from that twist alone", twist_only, "1/nm")
show("Twist plus field, smallest of six corners", combined.min(), "1/nm")
show("Twist plus field, largest of six corners", combined.max(), "1/nm")
show("Layer spacing (rough)", gap_nm, "nm", ".2f")
show("Shift if d is one spacing larger", q_extra_gap, "1/nm")
show("Assumed field tilt", tilt_deg, "degree", ".1f")
show("Normal field from that tilt", B_normal, "T", ".3f")
show("First Landau level in normal field", landau_1, "eV")
show("Zeeman splitting (g = 2)", zeeman, "eV", ".5f")
show("Cold temperature", T_cold, "K", ".0f")
show("Thermal energy, cold", kT_cold, "eV", ".5f")
show("Room temperature", T_room, "K", ".0f")
show("Thermal energy, room", kT_room, "eV")
show("Coherence length (rough)", coherence_nm, "nm", ".0f")
show("Momentum blur, 1 / coherence length", 1 / coherence_nm, "1/nm")
show("Bias (rough)", bias_V, "V", ".1f")
show("Barrier electric field", barrier_field, "MV/cm", ".2f")
print("PASS")
```

It prints:

```
Separation d: 1.40 nm
Magnetic field B: 15.0 T
Separation d: 26.456 atomic units
Magnetic field B: 6.3816e-05 atomic units
Product B d: 1.6883e-03 atomic units
Momentum shift e B d / hbar: 0.03190 1/nm
Momentum shift, converted: 0.003190 1/angstrom
Shift from two-well subband minima: 0.03190 1/nm
Shift from slow classical crossing: 0.03190 1/nm
Shift from fast classical crossing: 0.03190 1/nm
Shift from lattice tunnelling sum: 0.0319 1/nm
Length holding one flux quantum: 196.9 nm
Lattice constant (rough): 0.246 nm
Hopping energy (rough): 3.0 eV
hbar times Dirac velocity: 0.639 eV nm
Energy scale hbar v dq: 0.0204 eV
Largest same-band offset, lattice: 0.0205 eV
Smallest opposite-band offset, lattice: 0.0204 eV
Distance Gamma to K: 17.03 1/nm
Twist giving an equal shift: 0.107 degree
Assumed twist: 1.0 degree
Shift from that twist alone: 0.2972 1/nm
Twist plus field, smallest of six corners: 0.2699 1/nm
Twist plus field, largest of six corners: 0.3253 1/nm
Layer spacing (rough): 0.34 nm
Shift if d is one spacing larger: 0.0397 1/nm
Assumed field tilt: 1.0 degree
Normal field from that tilt: 0.262 T
First Landau level in normal field: 0.0180 eV
Zeeman splitting (g = 2): 0.00174 eV
Cold temperature: 2 K
Thermal energy, cold: 0.00017 eV
Room temperature: 300 K
Thermal energy, room: 0.0259 eV
Coherence length (rough): 100 nm
Momentum blur, 1 / coherence length: 0.0100 1/nm
Bias (rough): 0.3 V
Barrier electric field: 2.14 MV/cm
PASS
```
